# Diffusion coefficient from the velocity autocorrelation of channel carriers: verification in Python

```python
"""
Result under test: the diffusion coefficient along x is
    D = integral from 0 to infinity of C(t) dt,   C(t) = <v_x(0) v_x(t)>,
and for C(t) = (kT/m) exp(-t/tau) it equals D = kT tau/m.

Symbols: kT thermal energy, m carrier mass, tau mean time between collisions,
vth = sqrt(kT/m), l mean free path, msd = <(x(t)-x(0))^2>, q wave number.
Simulations use reduced units vth = 1 and tau = 1 (or l = 1).
Carriers move in two dimensions, with free flights between collisions.
The physical example uses Gaussian units (cm, g, s, statcoulomb).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(20240)
N_CARRIERS = 400_000
TIMES = np.array([0.5, 1.0, 2.0, 4.0, 8.0, 12.0])


def thermal_collision(velocity):
    """New velocity drawn from the equilibrium distribution."""
    return rng.normal(size=velocity.shape)


def elastic_collision(velocity):
    """Speed kept, direction drawn uniformly."""
    speed = np.hypot(velocity[:, 0], velocity[:, 1])
    angle = rng.uniform(0.0, 2.0 * np.pi, len(speed))
    return np.column_stack((speed * np.cos(angle), speed * np.sin(angle)))


def constant_rate(velocity):
    return np.ones(len(velocity))


def constant_path_rate(velocity):
    return np.hypot(velocity[:, 0], velocity[:, 1])


def simulate(collide, rate, acceleration=0.0):
    """Return initial v_x, and lists of v_x and x at TIMES."""
    v = rng.normal(size=(N_CARRIERS, 2))
    v_start = v[:, 0].copy()
    x = np.zeros(N_CARRIERS)
    now = np.zeros(N_CARRIERS)
    next_hit = rng.exponential(size=N_CARRIERS) / rate(v)
    v_list, x_list = [], []
    for t in TIMES:
        while True:
            hit = np.flatnonzero(next_hit < t)
            if hit.size == 0:
                break
            dt = next_hit[hit] - now[hit]
            x[hit] += v[hit, 0] * dt + 0.5 * acceleration * dt**2
            now[hit] = next_hit[hit]
            new_v = collide(v[hit])
            v[hit] = new_v
            next_hit[hit] += rng.exponential(size=hit.size) / rate(new_v)
        dt = t - now
        x += v[:, 0] * dt + 0.5 * acceleration * dt**2
        v[:, 0] += acceleration * dt
        now[:] = t
        v_list.append(v[:, 0].copy())
        x_list.append(x.copy())
    return v_start, v_list, x_list


def mean_and_error(samples):
    return samples.mean(), samples.std(ddof=1) / np.sqrt(len(samples))


def check_mean(samples, expected):
    """Sample mean must agree within five standard errors."""
    mean, error = mean_and_error(samples)
    assert abs(mean - expected) < 5.0 * error, (mean, expected, error)
    return mean


def late_slope(x_list):
    """Half the msd slope between the last two sampling times."""
    growth = x_list[-1]**2 - x_list[-2]**2
    return mean_and_error(growth / (2.0 * (TIMES[-1] - TIMES[-2])))


def msd_exponential(t):
    return 2.0 * (t - 1.0 + np.exp(-t))


# Constant collision rate, with and without energy exchange.
print("Constant rate, thermalizing collisions (units vth, tau):")
print("t/tau  C_MC     C_exp    msd_MC   msd_formula")
for collide in (thermal_collision, elastic_collision):
    v0, vs, xs = simulate(collide, constant_rate)
    for i, t in enumerate(TIMES):
        c_mc = check_mean(v0 * vs[i], np.exp(-t))
        msd_mc = check_mean(xs[i]**2, msd_exponential(t))
        if collide is thermal_collision:
            print(f"{t:5.1f}  {c_mc:7.4f}  {np.exp(-t):7.4f}"
                  f"  {msd_mc:7.4f}  {msd_exponential(t):7.4f}")
    # Stationarity: only the time difference matters.
    shifted = check_mean(vs[2] * vs[3], np.exp(-(TIMES[3] - TIMES[2])))
    slope, slope_error = late_slope(xs)
    assert abs(slope - 1.0) < 5.0 * slope_error
    if collide is thermal_collision:
        d_mc, d_mc_error = slope, slope_error
        shifted_thermal = shifted
    else:
        d_elastic, d_elastic_error = slope, slope_error
print(f"<v(2 tau)v(4 tau)>/vth^2, MC: {shifted_thermal:.4f}")
print(f"D/(vth^2 tau), thermalizing MC: {d_mc:.4f} +- {d_mc_error:.4f}")
print(f"D/(vth^2 tau), elastic MC: {d_elastic:.4f} +- {d_elastic_error:.4f}")

# Time integrals evaluated numerically.
for t in TIMES:
    numeric = quad(lambda s: 2.0 * (t - s) * np.exp(-s), 0.0, t)[0]
    assert abs(numeric - msd_exponential(t)) < 1e-9

# Fick's law: slowest density mode of the thermalizing kinetic operator.
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()


def mode_diffusion(q):
    operator = (np.outer(weights, np.ones(len(nodes)))
                - np.eye(len(nodes)) - 1j * q * np.diag(nodes))
    return -np.linalg.eigvals(operator).real.max() / q**2


d_q = mode_diffusion(0.10)
d_half_q = mode_diffusion(0.05)
d_fick = (4.0 * d_half_q - d_q) / 3.0  # removes the q^2 correction
assert abs(d_fick - 1.0) < 1e-3
print("Density-mode decay rate/q^2 (units vth^2 tau):")
print(f"  q vth tau = 0.10: {d_q:.5f}")
print(f"  q vth tau = 0.05: {d_half_q:.5f}")
print(f"  extrapolated to q = 0: {d_fick:.5f}")

# Drift in a field gives the mobility.
acceleration = 0.5
_, vs, _ = simulate(thermal_collision, constant_rate, acceleration)
for i, t in enumerate(TIMES):
    check_mean(vs[i], acceleration * (1.0 - np.exp(-t)))
drift, drift_error = mean_and_error(vs[-1])
print(f"Field acceleration (vth/tau): {acceleration:.2f}")
print(f"Drift/(acceleration tau), MC: {drift / acceleration:.4f}"
      f" +- {drift_error / acceleration:.4f}")

# Constant mean free path: the correlation is not exponential.
u, du = np.polynomial.legendre.leggauss(300)
u, du = 6.0 * (u + 1.0), 6.0 * du
speed_weight = du * u * np.exp(-u**2 / 2.0)


def c_path(t):
    return np.sum(speed_weight * 0.5 * u**2 * np.exp(-u * t))


v0, vs, xs = simulate(elastic_collision, constant_path_rate)
for i, t in enumerate(TIMES):
    check_mean(v0 * vs[i], c_path(t))
    msd = quad(lambda s: 2.0 * (t - s) * c_path(s), 0.0, t)[0]
    check_mean(xs[i]**2, msd)
d_path = quad(c_path, 0.0, np.inf, limit=200)[0]
assert abs(d_path - np.sqrt(np.pi / 8.0)) < 1e-6
h = 1e-3
initial_slope = (3 * c_path(0.0) - 4 * c_path(h) + c_path(2 * h)) / (2 * h)
d_initial = c_path(0.0)**2 / initial_slope
assert abs(d_initial / d_path - 8.0 / (3.0 * np.pi)) < 1e-4
d_path_mc, d_path_error = late_slope(xs)
print("Constant mean free path (D in units l vth):")
print(f"  D from integral of C: {d_path:.4f}")
print(f"  D from late msd slope, MC: {d_path_mc:.4f} +- {d_path_error:.4f}")
print(f"  D from initial-slope exponential: {d_initial:.4f}")
print(f"  ratio initial-slope/integral: {d_initial / d_path:.4f}")

# Physical example in Gaussian units.
mass_ratio, temperature, tau = 0.2, 300.0, 1.0e-13
mass = mass_ratio * const.m_e * 1e3
thermal_energy = const.k * temperature * 1e7
charge = const.e * const.c * 10.0
volts_per_statvolt = const.c * 1e-6
vth = np.sqrt(thermal_energy / mass)
diffusion = thermal_energy * tau / mass
mobility = charge * tau / mass
mobility_volt = mobility / volts_per_statvolt
mobility_si = const.e * tau / (mass_ratio * const.m_e)
assert abs(mobility_volt / (mobility_si * 1e4) - 1.0) < 1e-8
diffusion_numeric = tau * quad(
    lambda s: vth**2 * np.exp(-s), 0.0, np.inf)[0]
assert abs(diffusion_numeric / diffusion - 1.0) < 1e-8
observation = 1.0e-12
msd_cm2 = vth**2 * tau**2 * msd_exponential(observation / tau)
apparent = msd_cm2 / (2.0 * observation)
running = quad(lambda s: vth**2 * np.exp(-s / tau), 0.0, observation)[0]
print("Worked example, model channel carrier:")
print(f"  mass ratio m/m_e: {mass_ratio:.2f}")
print(f"  mass: {mass:.4e} g")
print(f"  temperature: {temperature:.0f} K")
print(f"  thermal energy: {thermal_energy:.4e} erg")
print(f"  tau: {tau:.1e} s")
print(f"  charge: {charge:.4e} statC")
print(f"  vth (one component): {vth:.4e} cm/s")
print(f"  C(0) = vth^2: {vth**2:.4e} cm^2/s^2")
print(f"  D = kT tau/m: {diffusion:.3f} cm^2/s")
print(f"  D from MC: {d_mc * diffusion:.2f}"
      f" +- {d_mc_error * diffusion:.2f} cm^2/s")
print(f"  mobility: {mobility:.4e} cm^2/(statV s)")
print(f"  mobility converted: {mobility_volt:.1f} cm^2/(V s)")
print(f"  observation time: {observation:.1e} s")
print(f"  rms displacement: {np.sqrt(msd_cm2):.3e} cm")
print(f"  msd/(2t) at that time: {apparent:.3f} cm^2/s")
print(f"  running integral of C: {running:.3f} cm^2/s")
print(f"  msd/(2t) divided by D: {apparent / diffusion:.4f}")
print(f"  running integral divided by D: {running / diffusion:.6f}")

print("no test failed")
```

Printed output:

```
Constant rate, thermalizing collisions (units vth, tau):
t/tau  C_MC     C_exp    msd_MC   msd_formula
  0.5   0.6048   0.6065   0.2126   0.2131
  1.0   0.3678   0.3679   0.7346   0.7358
  2.0   0.1391   0.1353   2.2701   2.2707
  4.0   0.0178   0.0183   6.0324   6.0366
  8.0  -0.0000   0.0003  14.0205  14.0007
 12.0  -0.0001   0.0000  21.9898  22.0000
<v(2 tau)v(4 tau)>/vth^2, MC: 0.1341
D/(vth^2 tau), thermalizing MC: 0.9962 +- 0.0045
D/(vth^2 tau), elastic MC: 1.0001 +- 0.0060
Density-mode decay rate/q^2 (units vth^2 tau):
  q vth tau = 0.10: 0.99038
  q vth tau = 0.05: 0.99752
  extrapolated to q = 0: 0.99991
Field acceleration (vth/tau): 0.50
Drift/(acceleration tau), MC: 0.9995 +- 0.0035
Constant mean free path (D in units l vth):
  D from integral of C: 0.6267
  D from late msd slope, MC: 0.6254 +- 0.0032
  D from initial-slope exponential: 0.5319
  ratio initial-slope/integral: 0.8488
Worked example, model channel carrier:
  mass ratio m/m_e: 0.20
  mass: 1.8219e-28 g
  temperature: 300 K
  thermal energy: 4.1419e-14 erg
  tau: 1.0e-13 s
  charge: 4.8032e-10 statC
  vth (one component): 1.5078e+07 cm/s
  C(0) = vth^2: 2.2735e+14 cm^2/s^2
  D = kT tau/m: 22.735 cm^2/s
  D from MC: 22.65 +- 0.10 cm^2/s
  mobility: 2.6364e+05 cm^2/(statV s)
  mobility converted: 879.4 cm^2/(V s)
  observation time: 1.0e-12 s
  rms displacement: 6.397e-06 cm
  msd/(2t) at that time: 20.461 cm^2/s
  running integral of C: 22.733 cm^2/s
  msd/(2t) divided by D: 0.9000
  running integral divided by D: 0.999955
no test failed
```
